# From logarithmic to Coulomb interaction in a supported monolayer

## Result

Two equal charges $e$ sit in a polarizable monolayer between half-spaces of permittivity $\varepsilon_1$ and $\varepsilon_2$. Their interaction changes from logarithmic to Coulombic around the separation

$$
r_*=\frac{r_0}{\kappa},\qquad r_0=2\pi\chi,\qquad \kappa=\frac{\varepsilon_1+\varepsilon_2}{2}.
$$

Here $\chi$ is the two-dimensional polarizability of the layer, which is a length in Gaussian units, and $r_0$ is the sheet screening length. At $r_*$ the two limiting force laws have equal strength. With their first corrections they are

$$
F\simeq\frac{e^2}{r_0r}\left(1-\frac{r}{r_*}\right)\ (r\ll r_*),\qquad
F\simeq\frac{e^2}{\kappa r^2}\left(1-\frac{3r_*^2}{r^2}\right)\ (r\gg r_*).
$$

The derivation assumes a linear, static, isotropic and infinitely thin sheet without free carriers or nearby gates. A real layer has a thickness $d$. If it polarizes at least as easily along its plane as across it and touches both media directly, a logarithmic range exists only if $r_*\gg d$. This condition can fail on a strongly polarizable support, and it is examined below.

## Response of the sheet

Put the sheet at $z=0$ and a charge $e$ at its origin. Take Fourier components in the plane with wave number $q$. Outside the sheet Laplace's equation gives $\phi(q,z)=\phi(q)e^{-q|z|}$, so the normal displacement just above the sheet is $\varepsilon_1q\phi$, and just below it is $-\varepsilon_2q\phi$.

The in-plane field $-\nabla\phi$ induces a dipole moment per area $\mathbf P=-\chi\nabla\phi$. The bound charge density is $-\nabla\cdot\mathbf P=\chi\nabla^2\phi$, or $-\chi q^2\phi$ in Fourier space. The jump of the displacement equals $4\pi$ times the total sheet charge:

$$
(\varepsilon_1+\varepsilon_2)q\phi=4\pi\left(e-\chi q^2\phi\right).
$$

Collecting the terms in $\phi$ and dividing by $2q$ gives

$$
\phi(q)=\frac{2\pi e}{q(\kappa+r_0q)}.
$$

Only the mean of the two permittivities enters. The surroundings dominate the denominator for $q\ll\kappa/r_0$ and the sheet dominates for $q\gg\kappa/r_0$. A polarizable sheet screens short wavelengths well, but at long wavelengths most field lines pass outside it.

## Energy in real space

The energy is $U(r)=e\int d^2q\,e^{i\mathbf q\cdot\mathbf r}\phi(q)/(2\pi)^2$. The angular integral gives $2\pi J_0(qr)$, so

$$
U=e^2\int_0^\infty\frac{J_0(qr)}{\kappa+r_0q}\,dq
=\frac{e^2}{r_0}W(x),\qquad
W(x)=\int_0^\infty\frac{J_0(kx)}{1+k}\,dk,
$$

with $k=qr_0/\kappa$ and $x=r/r_*$.

Write $1/(1+k)=\int_0^\infty e^{-s(1+k)}ds$. The $k$ integral that remains is

$$
\int_0^\infty e^{-sk}J_0(kx)\,dk
=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{s-ix\cos\theta}
=\frac1{\sqrt{s^2+x^2}},
$$

where $J_0$ was replaced by its angular average of $e^{ikx\cos\theta}$. Therefore

$$
W(x)=\int_0^\infty\frac{e^{-s}}{\sqrt{s^2+x^2}}\,ds
=\int_0^\infty\frac{e^{-xt}}{\sqrt{1+t^2}}\,dt,
$$

the second form following from $s=xt$.

The first form has a simple reading. In ordinary units it is $U=(e^2/\kappa)\int_0^\infty e^{-s}ds/\sqrt{r^2+s^2r_*^2}$. The interaction is that of a charge with an equal charge smeared along a line normal to the sheet, over a depth of about $r_*$. From far away the line looks like a point. From nearby it looks like a line charge, whose potential is logarithmic.

## Why the energy does not define the crossover

For small $x$, integrate the first form by parts, using $d\,\mathrm{arsinh}(s/x)/ds=1/\sqrt{s^2+x^2}$. The boundary terms vanish, and

$$
W=\int_0^\infty e^{-s}\,\mathrm{arsinh}(s/x)\,ds.
$$

Split $\mathrm{arsinh}\,u=\ln(2u)+\delta(u)$, where $\delta(u)$ falls off as $1/(4u^2)$. The logarithm contributes $\ln(2/x)-\gamma$, because $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$, with $\gamma$ Euler's constant. The remainder contributes $x\int_0^\infty e^{-xu}\delta(u)\,du$, which to leading order is $x\int_0^\infty\delta\,du$. Its value follows from

$$
\int_0^{L}\delta\,du=\left[L\,\mathrm{arsinh}L-\sqrt{1+L^2}+1\right]-\left[L\ln(2L)-L\right]\to1
$$

as $L\to\infty$. Hence

$$
W=\ln\frac2x-\gamma+x+\dots\qquad(x\ll1).
$$

For large $x$, only small $t$ matters in the second form. Expanding $1/\sqrt{1+t^2}=1-t^2/2+\dots$ and integrating term by term gives

$$
W=\frac1x-\frac1{x^3}+\dots\qquad(x\gg1).
$$

One might look for the separation at which the leading energies $\ln(2/x)-\gamma$ and $1/x$ are equal. There is none. Their difference $h(x)=1/x-\ln(2/x)+\gamma$ has derivative $(x-1)/x^2$, so its minimum is at $x=1$, and there $h(1)=1-\ln2+\gamma=0.884$, which is positive.

The two curves come closest at $r_*$ but do not meet. Whether a logarithm meets the curve $1/x$ depends on its additive constant, and here that constant is too small. The force does not contain it.

## Force: two bounds that meet at $r_*$

Differentiating the second form of $W$ gives

$$
F=-\frac{dU}{dr}=\frac{e^2\kappa}{r_0^2}f(x),\qquad
f(x)=\int_0^\infty\frac{t\,e^{-xt}}{\sqrt{1+t^2}}\,dt.
$$

For $t>0$ the factor $t/\sqrt{1+t^2}$ is smaller than $1$ and also smaller than $t$. Since $\int_0^\infty e^{-xt}dt=1/x$ and $\int_0^\infty te^{-xt}dt=1/x^2$,

$$
f(x)<\frac1x,\qquad f(x)<\frac1{x^2}.
$$

Restoring units turns these bounds into $e^2/(r_0r)$ and $e^2/(\kappa r^2)$. They are equal at $x=1$, that is, at $r=r_0/\kappa$. The corrections derived next show that each bound is also the limiting law on its own side.

**Short distance.** Subtract the integrand from its bound:

$$
f=\frac1x-\int_0^\infty e^{-xt}\left(1-\frac{t}{\sqrt{1+t^2}}\right)dt.
$$

At $x=0$ the remaining integral is $\left[t-\sqrt{1+t^2}\right]_0^\infty=1$, and for $x>0$ it is smaller. So

$$
f=\frac1x-1+\dots,\qquad f>\frac1x-1 .
$$

The first correction is a constant force $-e^2\kappa/r_0^2$. Its relative size is $r/r_*$, so the logarithmic law degrades linearly with separation.

**Long distance.** For $t>0$ the expansion $(1+t^2)^{-1/2}=1-t^2/2+\dots$ has a positive remainder after these two terms. Using $\int_0^\infty t^3e^{-xt}dt=6/x^4$,

$$
f=\frac1{x^2}-\frac3{x^4}+\dots,\qquad f>\frac1{x^2}-\frac3{x^4}.
$$

Here the relative correction is $3r_*^2/r^2$. It falls quadratically, but its coefficient is three.

These corrections say how wide the crossover is. Let a limiting law count as good while the force is at least 90 percent of it. The first corrections alone put the limits at $x=0.1$ and at $x=\sqrt{30}\approx5.5$. Because both are lower bounds on $f$, the true limits lie closer to the crossover. Numerical integration and root finding give $x=0.12$ and $x=4.4$. The change of law therefore takes more than a decade and a half in distance, and $r_*$ marks its middle region, not an edge.

At $x=1$ numerical integration gives $f=0.54$, so the force there is 54 percent of the common value of the two limiting laws. A handy interpolation is $f\approx1/[x(1+x)]$. It has both leading limits and the right first correction at short distance, though not at long distance. At $x=1$ it gives $0.50$, about 7 percent below the integral.

## Local exponent

A second criterion uses the local power $p=-d\ln F/d\ln r$, which is 1 for the logarithmic law and 2 for the Coulomb law. Put $y=xt$ in $f$:

$$
f=\frac1x\int_0^\infty w\,dy,\qquad w=\frac{y\,e^{-y}}{\sqrt{x^2+y^2}}.
$$

The prefactor $1/x$ contributes 1 to $p$. Under the integral, $-x\,\partial w/\partial x=w\,x^2/(x^2+y^2)$, so

$$
p=1+\frac{\int_0^\infty w\,\frac{x^2}{x^2+y^2}\,dy}{\int_0^\infty w\,dy}.
$$

The added term is a weighted average of a quantity between 0 and 1. Thus $1<p<2$ at every separation in the sheet model. Numerically $p=1.46$ at $r_*$, and $p=3/2$ at $1.18\,r_*$. The two criteria for the position of the crossover agree to about 20 percent.

## Layer of finite thickness

The sheet is the limit of a slab of thickness $d$ with in-plane permittivity $\varepsilon_\parallel$ and normal permittivity $\varepsilon_\perp$. Put the charges in its mid-plane. Inside the slab $\varepsilon_\perp\phi''=\varepsilon_\parallel q^2\phi$, so the potential varies with the wave number $Q=q\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$. Let $b=\sqrt{\varepsilon_\parallel\varepsilon_\perp}$.

In the upper half write $\phi=A\cosh Qz-B\sinh Qz$. The displacement just above the charge is $-\varepsilon_\perp\phi'(0)=bqB$. At $z=d/2$ the displacement must match the outer value $\varepsilon_1q\phi$. With $\tau=\tanh(Qd/2)$ this condition is

$$
b(B-A\tau)=\varepsilon_1(A-B\tau)
\quad\Rightarrow\quad
\frac BA=\frac{\varepsilon_1+b\tau}{b+\varepsilon_1\tau}.
$$

The lower half is the same with $\varepsilon_2$. Gauss's law at the charge then gives $\phi=2\pi e/[q\,\varepsilon(q)]$ with

$$
\varepsilon(q)=\frac b2\left[\frac{\varepsilon_1+b\tau}{b+\varepsilon_1\tau}+\frac{\varepsilon_2+b\tau}{b+\varepsilon_2\tau}\right].
$$

For $qd\ll1$ each half contributes $\varepsilon_i+\tau(b-\varepsilon_i^2/b)$. Since $b\tau\approx\varepsilon_\parallel qd/2$ and $\tau/b\approx qd/(2\varepsilon_\perp)$,

$$
\varepsilon(q)\approx\kappa+q\,r_0^{\rm slab},\qquad
r_0^{\rm slab}=\frac d2\left(\varepsilon_\parallel-\frac{\varepsilon_1^2+\varepsilon_2^2}{2\varepsilon_\perp}\right).
$$

The screening length is a property of the layer alone only while the second term is small. A strong support can even make $r_0^{\rm slab}$ negative, and then the sheet formula has lost its meaning.

The slab force in real space follows from images. Let $p_i=(b-\varepsilon_i)/(b+\varepsilon_i)$ and $\zeta=e^{-Qd}$. Inserting $\tau=(1-\zeta)/(1+\zeta)$ turns each fraction into $(1-p_i\zeta)/(1+p_i\zeta)$, and therefore

$$
\frac1{\varepsilon(q)}=\frac1b\,\frac{(1+p_1\zeta)(1+p_2\zeta)}{1-p_1p_2\zeta^2}.
$$

Expanded in powers of $\zeta$, a term $c_n\zeta^n$ gives the energy $c_ne^2/\big(b\sqrt{r^2+n^2D^2}\big)$ with $D=d\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$. The term $n=0$ is a bare Coulomb energy. In the slab model the exponent therefore returns to 2 as $r\to0$, and the logarithmic law can occupy only a window between about $D$ and $r_*$. In the example that follows, $D=0.56$ nm is close to $d$.

## Example: monolayer phosphorus on a polar oxide

Take rough values for phosphorene, $r_0=2.5$ nm, $d=0.5$ nm and $\varepsilon_\perp=8$, with vacuum above. The oxide below has a permittivity of about 4 for processes too fast for its lattice and about 20 for static charges. For the fast response

$$
\kappa=\frac{1+4}{2}=2.5,\qquad r_*=\frac{2.5\ \text{nm}}{2.5}=1.0\ \text{nm}=10\ \text{Å}.
$$

With $e^2=1.44$ eV nm the scale of energy is $e^2/r_0=0.576$ eV. Numerical integration gives $W(1)=0.755$, so $U(r_*)=0.576\times0.755=0.43$ eV. The Coulomb energy $e^2/(\kappa r_*)$ would be $0.58$ eV. The force is

$$
F(r_*)=\frac{1.44\times2.5}{(2.5)^2}\times0.539=0.31\ \text{eV/nm},
$$

which corresponds to a local field of 3.1 MV/cm. The sheet model puts the 90 percent limits at 0.12 nm and 4.4 nm. The first is smaller than the layer thickness, so the pure logarithmic law is not available to this layer.

The slab shows the same thing. Matching it to $r_0=2.5$ nm in vacuum requires $\varepsilon_\parallel=10.1$. This value is held fixed while the support changes. Image sums then give:

| Support | $r_*$ (nm) | $r_0^{\rm slab}$ (nm) | Slab/sheet force at $r_*$ | Lowest $p$ |
|---|---|---|---|---|
| 1 (vacuum) | 2.5 | 2.5 | 1.00 | 1.24 |
| 4 (fast) | 1.0 | 2.3 | 1.05 | 1.45 |
| 20 (static) | 0.24 | −3.7 | 2.2 | 1.90 |

For charges in the mid-plane on the fast support, the estimate of the force at $r_*$ holds to 5 percent. Even so, the lowest exponent is 1.45, so the logarithmic law is only about half developed. For static charges the formula returns 0.24 nm, half the layer thickness, while the lowest exponent at any separation is 1.90. For a slab in direct contact with the oxide, the length of 0.24 nm therefore signals the absence of a logarithmic range; it is not a crossover length. This conclusion is sensitive to the interface: an additional vacuum gap of 0.1 nm between slab and oxide lowers the minimum exponent to 1.53, and a gap of 0.3 nm lowers it to 1.37. With vacuum above, the minimum requirement $r_*>d$ reads $\kappa<r_0/d=5$, or a support permittivity below 9. With $r_0^{\rm slab}$ in place of $r_0$ the limit tightens to about 6.5.

## Other corrections for the same layer

The following estimates use the thin sheet on the fast support and compare forces at $r=1.0$ nm. The integrals were evaluated numerically.

**Gap.** A vacuum gap $g$ below the sheet replaces $\varepsilon_2$ by $(\varepsilon_2+\tanh qg)/(1+\varepsilon_2\tanh qg)$. This is the slab fraction above with $b=1$ and $d/2$ replaced by $g$. For $g=0.3$ nm the force rises by 25 percent, and the point $p=3/2$ moves from 1.18 to 1.32 nm.

**Anisotropy.** Let the screening length be 2.75 nm along one in-plane axis and 2.25 nm along the other, so that $r_0$ becomes $r_x\cos^2\theta+r_y\sin^2\theta$ for a wave vector at angle $\theta$. The force changes by $+3$ percent along the first axis and $-2$ percent along the second.

**Free carriers.** Carriers of density $n$ add the screening charge $-e^2(dn/d\mu)\phi$ to the sheet, where $\mu$ is their chemical potential. The response becomes

$$
\phi(q)=\frac{2\pi e}{\kappa q+r_0q^2+s},\qquad s=2\pi e^2\frac{dn}{d\mu}.
$$

For one parabolic, spin-degenerate band with masses $m_x,m_y$, the density of states is $g_2=\sqrt{m_xm_y}/(\pi\hbar^2)$ and $n=g_2k_BT\ln(1+e^{\mu/k_BT})$. Differentiating and eliminating $\mu$ gives $dn/d\mu=g_2\left(1-e^{-n/(g_2k_BT)}\right)$. Rough electron masses $0.15\,m$ and $1.1\,m$, with $m$ the free-electron mass, have the geometric mean $0.41\,m$. At 300 K the force is reduced by 0.6 percent for $n=10^{10}$ cm$^{-2}$, by 5 percent for $10^{11}$ and by 31 percent for $10^{12}$. These figures are linear-response values and show only a trend. Without carriers the energy at $r_*$ is 0.43 eV, far above $k_BT=0.026$ eV, so the carrier density close to a charge does not respond linearly. Repelled carriers can at most be emptied from the region, which screens less than the formula says, while attracted carriers can pile up and screen more. The long-wavelength form of $s$ also overstates the linear response itself at such short distances: with the wave-number-dependent (Lindhard) polarizability at 300 K and the same mean mass, the three reductions are about half as large, near 0.3, 2.5 and 15 percent. Finally, the estimate lets the carriers respond fully while the lattice of the support stays at rest. This is a limiting case: around a static charge the lattice responds as well, and fast electron–hole motion may leave the carriers behind.

Carriers also end the Coulomb range. When $\kappa q\ll s$, the surroundings no longer control the response. The Coulomb law therefore needs $r\ll\kappa/s$ as well as $r\gg r_*$. The computed $s=0.035$ nm$^{-1}$ at $10^{10}$ cm$^{-2}$ puts this limit near 71 nm. Screening sets in well before that: in the linear estimate the ratio of the force to the Coulomb law is largest near 7 nm, where it reaches only about 88 percent. At $10^{12}$ cm$^{-2}$, $s=3.1$ nm$^{-1}$ puts the limit near 0.8 nm, below $r_*$, and no Coulomb range is left.

## Use for real layers

The parameters above are rough but in the range expected for phosphorene on a polar oxide. The first decision is which permittivity applies. Bound electron–hole motion that is fast compared with the lattice sees a value near 4, while a fixed charged impurity sees the static value. That choice moves $r_0/\kappa$ from 1.0 to 0.24 nm, a factor of about four, for a layer in direct contact with the oxide. A gap weakens the contrast: with 0.3 nm of vacuum under the thin sheet, the point $p=3/2$ lies at 1.32 nm on the fast support and at 0.95 nm on the static one. A working channel also breaks the assumption of no carriers: on the fast support, the linear estimate at $10^{12}$ cm$^{-2}$ leaves no Coulomb range. The estimate $r_0/\kappa$ is thus suited to layers nearly free of carriers on weakly polarizable supports, and it should be compared with $d$ before it is used.
